Unequal norms in Cartesian Gaussian shells and the transfer of orbital coefficients

**The argument under comment**

The argument concerns molecular orbitals expanded in Cartesian Gaussian functions and passed from one program to another as a file of coefficients. It runs as follows. The six functions xx, yy, zz, xy, xz, yz of a d shell carry the same radial factor. They differ only in direction, and space has no preferred direction, so they have the same norm. Once the order of the components has been matched, the coefficients can therefore be copied unchanged.

Two observations are offered in support. A d_z2 orbital survives the transfer intact, and the transferred occupied orbitals of a water molecule hold 10.006 electrons instead of 10, a difference put down to rounding.

The premise about the radial factor is correct. The equality of norms has to be examined, and so does the power of the two observations to test it.

**1. The norms**

Take a shell of degree l with real functions

x^a y^b z^c R(r), a + b + c = l,

where R may be a single Gaussian or a contraction. The squared norm is an angular integral A times a radial integral:

‖x^a y^b z^c R‖² = A(a,b,c) ∫₀^∞ r^(2l+2) R(r)² dr,

A(a,b,c) = ∫ x^(2a) y^(2b) z^(2c) dΩ on the unit sphere.

The radial integral is common to the shell, so any difference between components lies in A. To find A, evaluate one Gaussian integral in two ways. Integration by parts gives, for p > 0 and a ≥ 1,

∫ x^(2a) e^(−px²) dx = [(2a−1)/(2p)] ∫ x^(2a−2) e^(−px²) dx,

over the whole line. Repeating this down to ∫ e^(−px²) dx = √(π/p) yields

∫ x^(2a) e^(−px²) dx = (2a−1)!! (2p)^(−a) √(π/p),

with (2a−1)!! = 1·3·5···(2a−1) and (−1)!! = 1. The product of three such factors is

∫ x^(2a) y^(2b) z^(2c) e^(−pr²) d³r = D (2p)^(−l) (π/p)^(3/2),

D = (2a−1)!! (2b−1)!! (2c−1)!!.

In polar coordinates the same integral is A times half the whole-line integral with 2l+2 powers of r:

A · ½ (2l+1)!! (2p)^(−l−1) √(π/p).

Equating the two forms and solving for A,

A = D · 2 · (2p) · (π/p) / (2l+1)!! = 4πD/(2l+1)!!.

The exponent p has cancelled, as it must. For the d shell, D = 3 for xx and D = 1 for xy, so

‖xx‖/‖xy‖ = √3

for any common R, contracted or not. For a single Gaussian e^(−αr²), setting p = 2α gives the squared norm D (π/2α)^(3/2)/(4α)^l. With α = 0.8 bohr⁻² this is 0.8061 bohr⁷ for xx and 0.2687 bohr⁷ for xy.

In an f shell, xxx, xxy and xyz have D = 15, 3 and 1. In a g shell, xxxx, xxxy, xxyy and xxyz have D = 105, 15, 9 and 3. In s and p shells D = 1 throughout, so there the claim of equal norms is right. It fails from l = 2 on, because x^l and x^(l−1)y have squared norms in the ratio 2l−1.

**2. Where the appeal to symmetry goes wrong**

Rotations do preserve norms, but no rotation takes xy into xx. The angular integral of xy is zero and stays zero under rotation, whereas that of xx is 4π/3. A rotation by 45° about z, with x → (x+y)/√2 and y → (y−x)/√2, gives instead

xy → (yy − xx)/2.

In units of ‖xy‖², the integral of x⁴ is 3 and that of x²y² is 1, so the squared norm of the rotated function is (3 + 3 − 2)/4 = 1, as symmetry demands.

The function xx also contains a spherical part. On the unit sphere,

x² = 1/3 + (x² − 1/3),

and the two terms are orthogonal because the second integrates to zero. The first has squared norm 4π/9. Divided by the value 4π/15 for xy, this is 5/3. The remaining d part has 3 − 5/3 = 4/3.

**3. When copying coefficients is an error**

Unequal norms do no harm by themselves: a program that uses its own functions consistently obtains correct orbitals. Harm arises when the writer and the reader of a file attach different normalization factors to the functions. Two conventions suffice to show this.

- Shared: one factor for the whole shell, chosen so that x^l R has norm 1.
- Unit: a separate factor for each component, so that every function has norm 1.

Since x^l has D = (2l−1)!!, a function in the shared convention has squared norm D/(2l−1)!!. Hence

χ_shared = s χ_unit, s = √[D/(2l−1)!!].

An orbital φ = Σ c_shared χ_shared is then also Σ (c_shared s) χ_unit, which gives the conversion

c_unit = s c_shared.

For d functions s = 1 for xx, yy, zz and s = 1/√3 for xy, xz, yz. If a shared file is read as unit without conversion, the reader forms c_shared χ_unit = c_shared χ_shared/s, and the mixed terms are too large by √3. In the opposite mistake they are too small by the same factor.

A program may also use a shell factor that leaves x^l with a norm other than 1. In pyscf, for example, xx and xy have self-overlaps 2.513 and 0.838. These are 4π/5 and 4π/15, the values of A for a normalized radial part. The ratio is again 3, but the common factor √(4π/5) must be included in the conversion as well.

**4. Why d_z2 is a poor test**

The orbital 2zz − xx − yy contains only squares, for which s = 1. It survives a mix-up of the shared and unit conventions unchanged. An overlooked common shell factor, such as √(4π/5), would alter its norm but still not its shape. An orbital that mixes squares with xy, by contrast, generally keeps neither its norm nor its shape under the mix-up. Consider

φ = cos(2t) (xx − yy)/2 + sin(2t) xy, 0 < t < 45°.

In the xy plane, with x = ρ cos θ and y = ρ sin θ, this is (ρ²/2) cos(2θ − 2t), so a positive lobe points along θ = t. Reading a shared file as unit replaces sin(2t) by √3 sin(2t). The lobe moves to t′, where

tan(2t′) = √3 tan(2t).

The two terms are orthogonal and have equal norms, so the squared norm is multiplied by cos²(2t) + 3 sin²(2t). For t = 22.5°, tan(2t) = 1, hence 2t′ = 60° and t′ = 30°. The orbital has turned by 7.5°, and its squared norm has grown by 1/2 + 3/2 = 2. Rescaling the orbital would repair its norm but not its direction.

For some f orbitals even the angular momentum changes. The axial orbital is zzz − (3/2)(xxz + yyz). Here s = √(3/15) = 1/√5 for the mixed terms, so the misread orbital has k = (3/2)√5 = 3.354 in place of 3/2. On the unit sphere x² + y² = 1 − z², and

z³ − kz(1 − z²) = (1+k)z³ − kz.

With the Legendre polynomials P₁ = z and P₃ = (5z³ − 3z)/2, one has z³ = (2P₃ + 3P₁)/5, and the orbital becomes

[(3 − 2k)/5] P₁ + [2(1+k)/5] P₃.

At k = 3/2 the p term vanishes and the coefficient of P₃ is 1. At k = 3.354 the coefficients are −0.742 and 1.742. Since the mean square of P_l over the sphere is 1/(2l+1), the weights are 0.742²/3 = 0.183 and 1.742²/7 = 0.433. The p share is 0.183/(0.183 + 0.433), about 30 percent. The squared norm has grown from 1/7 to 0.617, by a factor of 4.32.

**5. A case in which the electron count fails visibly**

The zinc atom has a filled 3d shell. Its ten d electrons can be assigned to xy, xz, yz and two combinations of squares; the electron count depends only on the one-particle density matrix, which this choice leaves unchanged. Six electrons thus occupy mixed functions, whose squared norms are multiplied by 3 or by 1/3 on misreading. The d functions alone change the count to

30 + 6(3 − 1) = 42 (shared read as unit),

30 − 6(1 − 1/3) = 26 (unit read as shared).

A restricted Hartree-Fock calculation in Cartesian def2-SVP gives these numbers when only the d functions are misread. When the whole basis is misread, the counts are 41.9968 and 26.0015. The small shifts come from the f shell of this basis. Its combination x(xx + yy + zz) = xr² is a p function, available to the filled p orbitals, and its terms xxx, xyy and xzz are not all scaled alike. With the f shell removed and the atom solved again, the counts return to 42.000 and 26.000. The spherical combination xx + yy + zz in the d shell causes no such shift, because it contains only squares. The size and sign of the f-shell shifts depend on the basis: Cartesian def2-TZVP gives 42.012 and 25.995, with 42.000 and 26.000 again for the d functions alone.

**6. The water molecule**

In water the d functions merely polarize the density, and the same mistake is much less conspicuous. The following values are for restricted Hartree-Fock in Cartesian 6-31G*, with chosen bond lengths of 0.96 Å and an angle of 104.5°. The molecule lies in the xy plane, and a shared file is read as unit.

- Bisector along x: 10.040 electrons.
- Bisector at 45° to x: 10.006 electrons.

The second value is the one attributed to rounding. Rounding is not its cause: the coefficients here are kept at full machine precision, and after the conversion of section 3 they reproduce the orbital values at the test points to better than 10⁻⁸ bohr^(−3/2). The count also changes when the molecule is turned, while the correct energy, −76.0104 hartree, stays the same. The faulty reading explains this change: it enlarges xy but leaves (xx − yy)/2 alone, although a rotation by 45° exchanges these functions up to sign. The functions xz and yz are enlarged as well. The rotation mixes them only with each other, and they add 0.0046 electrons in both orientations, most of the excess in the second, while the share of xy falls from 0.035 to 0.001.

Orthonormalizing the misread occupied orbitals restores ten electrons and hides the symptom. It does not restore the space that the orbitals span. The energy of the repaired determinant lies above the self-consistent one by 9.3 millihartree (24.5 kJ/mol) in the first orientation and by 4.8 millihartree (12.5 kJ/mol) in the second. A rigid rotation thus appears to cost 12 kJ/mol. All these values are specific to the basis: in Cartesian 6-31G**, cc-pVDZ and cc-pVTZ the counts are 10.026 and 10.005, 10.016 and 10.002, and 10.153 and 10.125, and the apparent cost of the rotation is about 4, 5 and 6 kJ/mol. These figures compare two readings of the same orbitals. The model omits electron correlation and relativity and uses a small basis, so they say nothing about the accuracy of the energy itself.

**7. A test that can decide the matter**

Let C be the matrix of file coefficients, one column per orbital, and S the overlap matrix of the writer's basis functions. Orthonormality reads CᵀSC = 1. If the file contains as many orbitals as basis functions, C is square and, by this equation, invertible. Multiplying by (Cᵀ)⁻¹ on the left and C⁻¹ on the right gives

S = (Cᵀ)⁻¹C⁻¹ = (CCᵀ)⁻¹.

The file therefore reveals the norms its writer used. For the shared water file, the diagonal elements recovered for xx and xy on oxygen are 1.000 and 0.333. A reader whose overlap matrix differs from S must find a violation of orthonormality.

In water the largest violation among the occupied orbitals is 0.017 in the first orientation and 0.002 in the second. Among all orbitals it is 2.13 and 2.00. For the molecule in the xy plane a value of at least 2 is expected: with only s functions on hydrogen and a single d shell on oxygen, the oxygen d function that is odd both in z and across the plane containing the bisector and z has no partner of its symmetry. It forms an empty orbital by itself, made of mixed terms, and its squared norm goes from 1 to 3. The bound lapses when the molecule leaves the coordinate planes or hydrogen carries p functions; 6-31G** gives 1.63 and 1.39, still an unmistakable violation.

The test has limits, of which two deserve mention. If the writer stored only occupied orbitals, or discarded nearly dependent combinations of functions, C is not square and S is not determined. And agreement of overlaps does not prove agreement of order: in a single atom whose basis has no shell above f, exchanging xy and xz in every d shell leaves S unchanged, since each then overlaps only the like function of the other d shells.

The claim that coefficients may be copied unchanged should be restricted to s and p shells with matching factors, or to programs known to share a convention. Elsewhere the conversion of section 3 is needed, and the transfer should be checked with the complete orbital set. The numerical check tests the norm formulas, the conversion rule, the d and f examples, the def2-SVP zinc counts and the recovered norms against independent numerical values. It computes the total counts, orthonormality violations and energy rises of 6-31G* water in the two orientations. The lower bound of 2 and the remark on exchanged components rest on the symmetry arguments given.

Calculated quantities

```
Norm relative to the function of D = 1 (angular quadrature)
  xx    D =    3.0   sqrt(D) = 1.73205
  xy    D =    1.0   sqrt(D) = 1.00000
  xxx   D =   15.0   sqrt(D) = 3.87298
  xxy   D =    3.0   sqrt(D) = 1.73205
  xyz   D =    1.0   sqrt(D) = 1.00000
  xxxx  D =  105.0   sqrt(D) = 10.24695
  xxxy  D =   15.0   sqrt(D) = 3.87298
  xxyy  D =    9.0   sqrt(D) = 3.00000
  xxyz  D =    3.0   sqrt(D) = 1.73205
Primitive, exponent 0.8 bohr^-2, 3D grid:
  squared norm of xx = 0.806058 bohr^7
  squared norm of xy = 0.268686 bohr^7
Two-term contraction: |xx|/|xy| = 1.732051
Squared norms in units of that of xy:
  s part of xx 1.66667, d part of xx 1.33333
  (xx-yy)/2 1.00000
Shared file read as unit, planar d orbital:
  lobe angle 22.50 deg becomes 30.00 deg
  squared norm is multiplied by 2.00000
Shared file read as unit, axial f orbital:
  xxz and yyz terms are multiplied by 2.23607
  p fraction of squared norm = 29.73 percent
  squared norm is multiplied by 4.31672
Zn atom, RHF/def2-SVP, Cartesian; electrons, correct reading = 30.0000
  only d misread: shared as unit 42.0000, unit as shared 26.0000
  with f shell: SCF energy = -1777.564956 Eh
    all misread: shared as unit 41.9968, unit as shared 26.0015
  f shell removed: SCF energy = -1777.564769 Eh
    all misread: shared as unit 42.0000, unit as shared 26.0000
Water, RHF/6-31G*, Cartesian, 0.96 angstrom, 104.5 deg:
  pyscf self-overlap: xx 2.51327, xy 0.83776
  recovered from shared file: xx 1.00000, xy 0.33333
  largest orbital-value error after conversion = 2.5e-16 bohr^-3/2
  Bisector at 0 deg to x, SCF energy = -76.01040288 Eh
    electrons, shared read as unit = 10.039505
    orthonormality error, occupied = 0.017471
    orthonormality error, all      = 2.133864
    energy rise after repair = 9.3281 mEh = 24.4909 kJ/mol
  Bisector at 45 deg to x, SCF energy = -76.01040288 Eh
    electrons, shared read as unit = 10.005567
    orthonormality error, occupied = 0.002282
    orthonormality error, all      = 2.000000
    energy rise after repair = 4.7541 mEh = 12.4819 kJ/mol
```
